\section*{Energy-minimizing cleavage stress of N atomic gaps in series}

\section{The question and the model}

A dielectric film is held between two stiff bodies that are pulled apart along its normal. While it is intact, every layer of the film stretches a little. Once it has split along one plane, the opening is concentrated there and the rest of the film relaxes. At a given stress, the stretched state stores energy in proportion to the thickness, whereas the split state costs the energy of two new surfaces whatever the thickness. A thick film therefore favours splitting at a lower stress than a thin one. The threshold follows from comparing the two energies, but it must be kept apart from the stress at which the bonds themselves give way.

Let the film contain $N$ gaps between neighbouring atomic planes, hence $N+1$ planes. The opening $x_i$ of gap $i$ is measured from its unstressed spacing. All energies are per unit area of plane, and tensile stress is positive. Each gap has the energy
\begin{equation}
\phi(x)=\begin{cases}\tfrac12Cx^2, & x\le x_1,\\ 2\gamma, & x\ge x_1,\end{cases}
\qquad x_1=2\sqrt{\gamma/C}. \label{law}
\end{equation}
Here $C$ is the areal stiffness, a stress per opening, and $\gamma$ is the energy of one new surface. The value of $x_1$ follows from continuity, $\tfrac12Cx_1^2=2\gamma$. The largest stress that one gap can carry is
\begin{equation}
Cx_1=2\sqrt{\gamma C}. \label{single}
\end{equation}

The grips are rigid and impose the total opening $D=\sum_i x_i\ge0$. This condition matters. Under a fixed tensile stress $\sigma$ the quantity to minimize would be $\sum_i\phi(x_i)-\sigma D$. With one gap cleaved and the others closed it equals $2\gamma-\sigma D$, which has no lower bound as $D$ grows. Any positive dead load would then favour separation, and there would be no finite threshold.

\section{The minimum energy and its peak stress}

\paragraph{Lemma 1.} The lowest energy at total opening $D\ge0$ is
\begin{equation}
E_N(D)=\min\left[\frac{CD^2}{2N},\;2\gamma\right]. \label{EN}
\end{equation}

\paragraph{Proof.} Consider first any division in which no gap has reached $x_1$. Writing $x_i=D/N+(x_i-D/N)$ and squaring, the cross terms cancel because the deviations sum to zero:
\begin{equation}
\frac C2\sum_i x_i^2=\frac{CD^2}{2N}+\frac C2\sum_i\left(x_i-\frac DN\right)^2\ge\frac{CD^2}{2N}.
\end{equation}
If instead at least one gap has reached $x_1$, that gap contributes $2\gamma$ and the others contribute nothing negative, so the energy is at least $2\gamma$. Every division thus has at least the energy (\ref{EN}).

The bound is attained. The two entries of (\ref{EN}) are equal at
\begin{equation}
\frac{CD_c^2}{2N}=2\gamma
\quad\Longrightarrow\quad
D_c=2\sqrt{\frac{\gamma N}{C}}=\sqrt N\,x_1. \label{Dc}
\end{equation}
For $D\le D_c$, equal openings $D/N\le x_1/\sqrt N\le x_1$ lie on the harmonic branch and give $CD^2/(2N)$. For $D\ge D_c\ge x_1$, one gap of opening $D$ with all others closed gives $2\gamma$. This proves the lemma.

\paragraph{Theorem.} Between rigid grips, the stress along the sequence of lowest-energy states rises linearly to
\begin{equation}
\boxed{\;\sigma_N=2\sqrt{\frac{\gamma C}{N}}\;} \label{main}
\end{equation}
and then drops to zero.

\paragraph{Proof.} The grips do work $\sigma\,dD$ per area, so $\sigma=dE_N/dD$. By (\ref{EN}) this is $CD/N$ for $D<D_c$ and zero for $D>D_c$. Approaching $D_c$ from below and using (\ref{Dc}),
\begin{equation}
\sigma_N=\frac{C}{N}\,2\sqrt{\frac{\gamma N}{C}}=2\sqrt{\frac{\gamma C}{N}}.
\end{equation}

\paragraph{Remark on scaling.} Equation (\ref{EN}) is the single-gap law with $C$ replaced by $C/N$ and the same $2\gamma$. The peak stress falls as $N^{-1/2}$ and the critical opening grows as $N^{1/2}$, so the stored energy $\tfrac12\sigma_ND_c$ stays at $2\gamma$. For $N=1$ the result reduces to (\ref{single}).

The theorem was tested by numerically minimizing the energy over the division of the opening, in steps of 0.002 nm, for $C=40$ GPa/nm and $2\gamma=3$ J/m$^2$. For $N=1$, 4, 16 and 64 the peaks were 15.40, 7.72, 3.88 and 1.96 GPa. Equation (\ref{main}) gives 15.49, 7.75, 3.87 and 1.94 GPa.

\section{What happens without a flaw}

\paragraph{Proposition 2.} For $N\ge2$ the uniform state is locally stable until its stress reaches $2\sqrt{\gamma C}$, whatever $N$ is. At $D=D_c$ the lowest energy barrier between the uniform state and a state with a cleaved gap is, per area,
\begin{equation}
B_N=2\gamma\,\frac{\sqrt N-1}{\sqrt N+1}. \label{barrier}
\end{equation}

\paragraph{Proof.} While $D/N<x_1$, all sufficiently small changes leave every gap on its harmonic branch, where equal openings minimize the energy. At $D/N=x_1$, let one gap open by a small extra $\epsilon$ and let each of the others close by $\epsilon/(N-1)$. The first gap stays at energy $2\gamma$, while the others together lose $Cx_1\epsilon$ to first order. The uniform state is then unstable, and its stress is $Cx_1$.

For the barrier, follow any continuous path at fixed $D_c$ to the moment when a gap first reaches $x_1$. The remaining $N-1$ gaps share $D_c-x_1=(\sqrt N-1)x_1$, and their energy is least when they share it equally. The energy at that moment is therefore at least
\begin{equation}
2\gamma+\frac{C(\sqrt N-1)^2x_1^2}{2(N-1)}
=2\gamma+2\gamma\,\frac{(\sqrt N-1)^2}{(\sqrt N-1)(\sqrt N+1)},
\end{equation}
where $\tfrac12Cx_1^2=2\gamma$ was used. The uniform state at $D_c$ has energy $2\gamma$, and subtracting it leaves (\ref{barrier}).

A path with this barrier exists: open one gap to $a$ and let the others share $D_c-a$ equally. For $D_c/N<a<x_1$ the derivative of the energy is $C[a-(D_c-a)/(N-1)]>0$, so the energy rises. Beyond $x_1$ the opened gap costs a constant $2\gamma$ while the others relax, so the energy falls. The highest point is at $a=x_1$.

\paragraph{Remark.} A search for the lowest pass on the energy surface of three gaps gave $0.268$ in units of $2\gamma$, the value of (\ref{barrier}). Flawless chains of 4, 16 and 64 gaps, loaded slowly with small random disturbances, carried 15.39, 15.33 and 15.27 GPa, close to the 15.49 GPa of (\ref{single}) and far above the corresponding $\sigma_N$. The $N^{-1/2}$ law thus describes which state is energetically preferred, not how strong a perfect chain is. Since $B_N$ is an energy per area, the cost of opening a whole plane at once grows with the area of the plane. A crack avoids this cost by opening the plane piece by piece.

\section{The threshold as a crack condition}

\paragraph{Proposition 3.} Let a long crack lie along one gap of a wide strip between rigid grips at fixed $D$. Its advance becomes energetically neutral at the stress $\sigma_N$.

\paragraph{Proof.} Far ahead of the tip the strip is uniformly stretched, with energy $CD^2/(2N)$ per area. Far behind it, each half has moved rigidly with its grip and stores nothing. When the crack advances, the field around the tip moves along unchanged. The net effect is that an area of stretched strip becomes an equal area of relaxed strip. The fixed grips do no work, so the energy released per new crack area is
\begin{equation}
G=\frac{CD^2}{2N}=\frac{N\sigma^2}{2C},\qquad \sigma=\frac{CD}{N}.
\end{equation}
Setting $G=2\gamma$ gives $\sigma^2=4\gamma C/N$, which is (\ref{main}).

\paragraph{Remark on crack length.} The proof needs a crack long enough for the strip behind its tip to relax. This was examined in a square lattice with one displacement component, along the pull, and equal springs along and across it. With $N=31$, an edge crack of length 0.10, 0.48 and 1.00 times the strip height released 0.37, 0.92 and 0.997 of the long-crack energy. The first value, from a crack of only three sites, is not converged: at the same length ratio it falls to 0.34, 0.32 and 0.31 for $N=61$, 121 and 241 and tends to about 0.30. Since $G\propto\sigma^2$, such a crack needs a stress higher by $1/\sqrt{0.30}\approx1.8$ to reach neutrality. These fractions belong to the one-component model; in plane-strain elasticity with $\nu=0.25$ an edge crack of 0.1, 0.25 and 0.5 times the height releases about 0.46, 0.85 and 0.98. The approach to the long-crack value need not be from below: in plane strain an inner crack of half-length a quarter to a half of the height exceeds it by up to about 1\% for $\nu=0.25$, 12\% for $\nu=0.35$ and 70\% for $\nu=0.45$, so $\sigma_N$ is not a strict lower bound for finite cracks. A large $N$ thus does not make a body weak by itself: the low threshold is reached with a crack whose length is of the order of the thickness of the body.

\paragraph{Remark on discreteness.} Energetic neutrality compares the states before and after an advance. The next gap must still be opened to $x_1$. In the same lattice, with the crack in the middle gap, at zero temperature and under slow loading, this required 1.51, 1.53 and 1.54 times $\sigma_N$ for $N=15$, 31 and 61. The stress for advance therefore nearly keeps the $N^{-1/2}$ dependence over this range, with a larger prefactor. The factor belongs to this lattice, to the abrupt law (\ref{law}) and to the position of the crack (for $N=31$ it falls to 1.33 in the gap next to a grip); it is not a property of silica-based films.

\section{Continuum form and compliant loading}

For layers of spacing $d$ in a film of thickness $h=Nd$, an opening $x$ is a normal strain $x/d$. If $M$ is the modulus for normal strain with lateral strain blocked, then $\sigma=Mx/d$ and $C=M/d$. The layer spacing cancels:
\begin{equation}
\sigma_N=2\sqrt{\frac{\gamma M}{Nd}}=2\sqrt{\frac{\gamma M}{h}}. \label{cont}
\end{equation}

To express $M$ through Young's modulus $E$ and Poisson's ratio $\nu$, let $z$ be the film normal. Zero lateral strain requires $\sigma_x=\nu(\sigma_y+\sigma_z)$, and symmetry gives $\sigma_x=\sigma_y=\nu\sigma_z/(1-\nu)$. Hence
\begin{align}
\varepsilon_z&=\frac{\sigma_z-2\nu\sigma_x}{E}
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}, \\
M&=\frac{\sigma_z}{\varepsilon_z}=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},
\end{align}
because $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$.

A uniform in-plane residual stress does not change (\ref{cont}) in linear elasticity. Adding a normal strain $\varepsilon_z$ to the prestressed film changes its energy density by $\tfrac12M\varepsilon_z^2$ plus the initial normal stress times $\varepsilon_z$. That initial normal stress is zero. The statement concerns a crack parallel to the film whose two halves stay bonded to their grips. A crack running through the thickness releases in-plane energy and is a different problem.

\paragraph{Proposition 4.} If an unbreakable spring of areal stiffness $K$ is in series with the film, and the total displacement $U$ of film and spring is imposed, the threshold becomes
\begin{equation}
\sigma_{N,K}=2\sqrt{\frac{\gamma}{N/C+1/K}}. \label{series}
\end{equation}

\paragraph{Proof.} Let $S=N/C+1/K$ be the total compliance. With no gap cleaved, all elements carry the stress $\sigma=U/S$ and the least energy is $U^2/(2S)$. With a gap cleaved the energy is at least $2\gamma$, and this value is reached when that gap takes up all of $U$. The energies are equal at $U_c=2\sqrt{\gamma S}$, and $U_c/S$ is (\ref{series}). Both states are admissible there. Since $S\ge1/C$, the cleaved gap has $U_c\ge x_1$, and each intact gap has opening $\sigma_{N,K}/C\le x_1$.

As $K\to\infty$ the rigid-grip result returns. As $K\to0$ the threshold vanishes, in agreement with the absence of a finite threshold under dead load. For $N=16$ and $K=C/20$, numerical minimization gave 2.59 GPa and (\ref{series}) gives 2.58 GPa.

\section{A smooth bond law}

Real bonds do not stay harmonic and then snap. Consider instead
\begin{equation}
\phi_s(x)=2\gamma\left[1-\left(1+\frac xl\right)e^{-x/l}\right],\qquad
\phi_s'(x)=\frac{2\gamma}{l^2}\,x\,e^{-x/l}.
\end{equation}
Its initial stiffness is $2\gamma/l^2$. Equating this to $C$ gives $l=\sqrt{2\gamma/C}$. The stress $Cx\,e^{-x/l}$ is largest at $x=l$, so the single-gap strength is $Cl/e$, with $e$ the base of natural logarithms.

\paragraph{Proposition 5.} For large $N$ the energy-minimizing peak stress of this law is
\begin{equation}
\sigma_s\simeq2\sqrt{\frac{\gamma C}{N}}\left(1-\frac{2\sqrt2}{3\sqrt N}\right). \label{smooth}
\end{equation}

\paragraph{Derivation.} At a minimum all gaps carry the same stress. Each positive stress below the maximum occurs at two openings, one on the rising side and one on the falling side of the curve. Two gaps on the falling side cannot coexist at a minimum: transferring opening from one to the other lowers the energy, since both have negative curvature. The candidates are therefore the uniform state and the state with one wide gap.

Put $u=x/l$. For the uniform state, expansion of the exponential gives
\begin{equation}
1-(1+u)e^{-u}=\frac{u^2}{2}-\frac{u^3}{3}+O(u^4).
\end{equation}
The energy of the other state differs from $2\gamma$ by an amount exponentially small in $\sqrt{2N}$, because its wide gap has an opening of about $\sqrt{2N}\,l$. Equating the two energies and dividing by $2\gamma$,
\begin{equation}
N\left(\frac{u^2}{2}-\frac{u^3}{3}\right)\simeq1
\;\Longrightarrow\;
u^2\left(1-\frac{2u}{3}\right)\simeq u_0^2,\qquad u_0=\sqrt{\frac2N}.
\end{equation}
To first order in the correction, $u\simeq u_0(1+u_0/3)$. The stress is $Cl\,u\,e^{-u}$, and $Cl\,u_0=\sqrt{2\gamma C}\sqrt{2/N}=2\sqrt{\gamma C/N}$. Therefore
\begin{equation}
\frac{\sigma_s}{\sigma_N}\simeq\left(1+\frac{u_0}{3}\right)(1-u_0)\simeq1-\frac{2u_0}{3},
\end{equation}
which is (\ref{smooth}).

\paragraph{Remark.} The leading term contains the initial stiffness and the work of separation, but no other feature of the curve. At the threshold of a thick film each intact gap is barely stretched, and the wide gap is almost completely separated. The single-gap strength, by contrast, depends strongly on the shape of the curve. It also caps the peak stress of the chain, so the leading term applies only when $N$ is large enough for $\sigma_N$ to lie well below that strength.

\section{Example: a low-k film}

Take a dense organosilicate low-k film with the rough typical values $E=10$ GPa, $\nu=0.25$, $2\gamma=3$ J/m$^2$ and $h=300$ nm. The film is amorphous, so its layers are a modelling device; their spacing is set to $d=0.3$ nm, and $N=1000$. Then
\begin{align}
M&=\frac{10\times0.75}{1.25\times0.50}\ \text{GPa}=12\ \text{GPa},\\
C&=\frac{12\ \text{GPa}}{0.3\ \text{nm}}=40\ \text{GPa/nm},\\
\sigma_N&=2\sqrt{\frac{1.5\times4.0\times10^{19}}{1000}}\ \text{Pa}=0.49\ \text{GPa}.
\end{align}
The main result is 0.49 GPa, or 490 MPa, at a film strain of 4.1\% and a total opening of 12.2 nm. With the other parameters and the rigid grips unchanged, a 30 nm film has a threshold of 1.55 GPa and a 3000 nm film 0.155 GPa: in the harmonic model a hundredfold thickness lowers the stress tenfold. The 30 nm value lies at a film strain of 13\%, where linear elasticity is doubtful; the smooth law lowers it to 1.40 GPa, and a bond law weaker than that would cap it at its own strength.

The harmonic single-gap strength of 15.5 GPa is not a credible bond strength here. It corresponds to $x_1=0.387$ nm, a local strain of 1.29, far outside the harmonic range. The smooth law gives 4.0 GPa, at a local strain $l/d=0.91$, which is not a credible bond strength either; both values scale as $d^{-1/2}$ with the arbitrary spacing. The threshold of the 300 nm film is much less sensitive: the smooth law lowers it by 3\%, to 0.475 GPa, and by 2\% to 4\% for $d$ between 0.15 and 0.6 nm.

Thermal motion can be sized by treating a patch of one gap, of area $d^2$, as an independent oscillator. Equipartition, $\tfrac12Cd^2\langle x^2\rangle=\tfrac12k_BT$, gives an rms opening of 0.038 nm at 378 K. This is a tenth of $x_1$, but about three times the mean gap opening at the threshold, $12.2/1000\approx0.012$ nm. Coupling to neighbouring patches lowers this estimate; in a cubic lattice with equal springs it is smaller by $\sqrt3$, 0.022 nm. In a harmonic gap such fluctuations leave the mean stress--opening relation unchanged. Under the smooth law they do not: for the independent oscillator at the threshold stress they shift the mean opening by about 0.006 nm and raise the compliance by about 6\% over its zero-temperature value at that stress. Thermally assisted crack growth is not included. If moisture halved the fracture energy, with all else fixed, the threshold would fall by $1/\sqrt2$ to 0.35 GPa.

A real film on a wafer is not held between rigid grips, because the wafer itself stretches. Consider a silicon wafer whose thickness and normal modulus are set to 775 $\mu$m and 166 GPa for this estimate, stretched uniformly in series with the film and held rigidly at its back. Its compliance is 187 times that of the film. By (\ref{series}) the threshold falls by $\sqrt{1+187}\approx13.7$, to 36 MPa. It then hardly depends on film thickness: between 30 and 3000 nm it changes from 35.8 to 34.9 MPa. This estimate supposes a crack long compared with the wafer thickness, so that the wafer's stored energy is available. A crack much shorter than the wafer thickness draws on less of it, and its threshold is not computed here.

Neither 490 nor 36 MPa is therefore a predicted test strength. Flaw size, loading geometry and dissipation at the crack tip also enter a measurement. If the fracture energy includes dissipation, $2\gamma$ stands for the total cost of crack advance and no longer for the energy of two surfaces. The $h^{-1/2}$ rise of the threshold for a thinner film holds for equal $M$ and fracture energy, rigid grips, and a crack whose length is at least of the order of the film thickness. Silicon is not rigid in this sense. For this film between two thick silicon bodies, treated as isotropic with $E=130$ GPa and $\nu=0.28$ (normal modulus 166 GPa), the energy release does not level off: an inner crack of half-length $h$, $5h$ and $10h$ releases about 1.8, 4.4 and 7.3 times the rigid-grip value. With $E=165$ GPa and $\nu=0.22$ these become 1.7, 3.9 and 6.3. At a fixed half-length of 3 $\mu$m, thinning the film from 3000 to 300 nm then raises the threshold by a factor of about 1.6 instead of 3.2. The numerical output below lists the parameters of the example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus                       10.0 GPa
Poisson ratio                       0.25
Modulus M, lateral strain blocked   12.00 GPa
Fracture energy 2 gamma             3.00 J/m^2
Surface energy gamma                1.50 J/m^2
Layer spacing d                     0.30 nm
Film thickness h                    300 nm
Number of gaps N                    1000
Areal stiffness C                   40.00 GPa/nm
Cleavage opening x1 of one gap      0.3873 nm
x1 / d (strain of one gap)          1.291
Harmonic single-gap strength        15.492 GPa
Total opening at crossing           12.247 nm
Energy-minimizing peak stress       0.4899 GPa = 489.9 MPa
Film strain at the peak             4.08 %
Peak stress for h =   30 nm         1.5492 GPa
Peak stress for h = 3000 nm         0.1549 GPa
N= 1 peak: minimized, formula       15.400, 15.492 GPa
N= 4 peak: minimized, formula       7.720, 7.746 GPa
N=16 peak: minimized, formula       3.880, 3.873 GPa
N=64 peak: minimized, formula       1.960, 1.936 GPa
Fitted exponent of N, N = 1 to 64   -0.4958
Slowly loaded flawless chain, N= 4  15.388 GPa
Slowly loaded flawless chain, N=16  15.331 GPa
Slowly loaded flawless chain, N=64  15.274 GPa
Series spring K=C/20, N=16: minimized, formula 2.594, 2.582 GPa
Barrier/(2 gamma), N=3: search, formula 0.268, 0.268
Barrier at crossing, example film   2.816 J/m^2
Lattice crack advance / threshold, N=15 1.514 (stress ratio)
Lattice crack advance / threshold, N=31 1.534 (stress ratio)
Lattice crack advance / threshold, N=61 1.544 (stress ratio)
Edge crack length/strip height 0.10: release/long-crack release 0.372
Edge crack length/strip height 0.23: release/long-crack release 0.661
Edge crack length/strip height 0.48: release/long-crack release 0.922
Edge crack length/strip height 1.00: release/long-crack release 0.997
Smooth law: length l                0.2739 nm
Smooth law: single-gap strength     4.030 GPa
Smooth/harmonic peak, example film  0.9701, first order 0.9702
Smooth-law peak, example film       0.4753 GPa
Thermal rms gap opening, area d^2   0.0381 nm at 378 K
Peak stress with 2 gamma halved     0.3464 GPa
Wafer thickness, modulus            775 um, 166 GPa
Wafer/film compliance ratio         186.7
Threshold with wafer, h =   30 nm   35.84 MPa
Threshold with wafer, h =  300 nm   35.75 MPa
Threshold with wafer, h = 3000 nm   34.93 MPa
Rigid-grip / with-wafer threshold   13.70
\end{verbatim}
